# Field Enhancement at a Hemispherical Boss on a Conducting Plane

## The hemispherical boss

In field emission, the transmission of the surface barrier varies roughly as $e^{-c/F}$, where $F$ is the field at the emitting surface and $c$ is set by the barrier height. If a cathode has a small bump and the barrier is calculated with the average field, voltage divided by gap, the error sits in the exponent. For a barrier of 4.5 eV, with the image force left out, and an average field of 1 V/nm, a hemispherical bump of radius 50 nm raises the transmission above its apex by a factor of about $4\times10^{18}$. An estimate that ignores the bump misses this factor, and a fit that ignores it assigns the emission to a barrier that is far too low. The local field must be found from electrostatics first.

### The boundary problem

A perfect conductor at zero potential fills the half-space $z<0$ and carries one hemispherical boss of radius $a$, centred at the origin. The region outside is charge-free, the plane is infinite, and the counter-electrode is so far away that it merely supplies a uniform field. Let $r$ be the distance from the origin and $\theta$ the angle from the $z$ axis. The potential $\Phi$ obeys

$$\nabla^2\Phi=0, \tag{1}$$

$$\Phi=0\ \text{ on } r=a \text{ and on } z=0,\ r>a;\qquad \Phi-F_0z\to0\ \text{ as } r\to\infty. \tag{2}$$

Here $F_0>0$. The far electric field is $\mathbf E=-\nabla\Phi=-F_0\hat{\mathbf z}$, pointing into the metal, so the force $-e\mathbf E$ pulls electrons out. Below, $F$ denotes the magnitude of the field. At the conductor the field is normal to the surface, and $F=\partial\Phi/\partial n$ with $n$ the outward normal.

### Solution by separation

The physical region covers only $0\le\theta\le\pi/2$. Extend the potential below the plane by odd reflection, $\Phi(r,\pi-\theta)=-\Phi(r,\theta)$. Since $\Phi$ vanishes on the plane, the extended function is continuous there. Its normal derivative is even in $z$, so that is continuous too, and the extended function is harmonic everywhere outside a full sphere of radius $a$.

With axial symmetry, equation (1) reads

$$\frac{\partial}{\partial r}\left(r^2\frac{\partial\Phi}{\partial r}\right)+\frac{1}{\sin\theta}\frac{\partial}{\partial\theta}\left(\sin\theta\frac{\partial\Phi}{\partial\theta}\right)=0. \tag{3}$$

Solutions that are regular on both halves of the axis have the angular factor $P_l(\cos\theta)$, $l=0,1,2,\dots$, on which the angular operator gives $-l(l+1)$. The radial factor $R(r)$ then satisfies $(r^2R')'=l(l+1)R$. Trying $R=r^p$ gives $p(p+1)=l(l+1)$, so $p=l$ or $p=-(l+1)$. Because $P_l(-x)=(-1)^lP_l(x)$, the odd reflection admits odd $l$ alone:

$$\Phi=\sum_{l\ \mathrm{odd}}\left(A_lr^l+B_lr^{-(l+1)}\right)P_l(\cos\theta). \tag{4}$$

On $r=a$ the sum must vanish for all $\theta$. The Legendre polynomials are orthogonal, so each coefficient vanishes separately:

$$A_la^l+B_la^{-(l+1)}=0\quad\Rightarrow\quad B_l=-A_la^{2l+1}. \tag{5}$$

At large $r$, the condition (2) projected on $P_l$ requires $A_lr^l-F_0r\,\delta_{l1}\to0$, since the terms in $B_l$ already decay. Hence $A_1=F_0$ and every other $A_l$ is zero. Equation (5) then gives $B_1=-F_0a^3$ and removes the other $B_l$. With $z=r\cos\theta$,

$$\boxed{\Phi=F_0\left(r-\frac{a^3}{r^2}\right)\cos\theta=F_0z\left(1-\frac{a^3}{r^3}\right).} \tag{6}$$

No other solution exists. If two functions satisfied (1) and (2), their difference $w$ would be harmonic, zero on the conductor, and at most $\epsilon(R)$ in magnitude on a distant hemisphere of radius $R$, with $\epsilon(R)\to0$. A harmonic function takes its extreme values on the boundary, so $|w|\le\epsilon(R)$ throughout the enclosed region. Letting $R\to\infty$ gives $w=0$.

### The factor of three

Differentiating (6) along $r$ and along $\theta$ gives

$$\frac{\partial\Phi}{\partial r}=F_0\left(1+\frac{2a^3}{r^3}\right)\cos\theta,\qquad \frac1r\frac{\partial\Phi}{\partial\theta}=-F_0\left(1-\frac{a^3}{r^3}\right)\sin\theta. \tag{7}$$

At $r=a$ the tangential component vanishes, as it must on a conductor, and the normal component is

$$F_{\mathrm{boss}}(\theta)=F_0(1+2)\cos\theta=3F_0\cos\theta,\qquad F_{\mathrm{apex}}=3F_0. \tag{8}$$

The 1 is the applied field. The 2 comes from the term $-F_0a^3\cos\theta/r^2$ in (6), which is the potential of a dipole $-4\pi\varepsilon_0a^3F_0\hat{\mathbf z}$ at the origin. It represents the charge induced on the boss together with its reflection in the plane.

The radius has dropped out. The idealized problem contains no length except $a$, so a ratio of two fields cannot depend on it. A smaller boss is more sharply curved, which tends to raise the field, but it also reaches a smaller distance into the applied potential. Height and radius of curvature shrink in the same proportion, and the two effects cancel.

The factor 3 belongs to the apex. At $\theta=60^\circ$ the enhancement is 1.5, and at the rim, $\theta=90^\circ$, the field is zero. The boss also weakens the field on the surrounding plane. Setting $\theta=\pi/2$ in (7) and taking the magnitude,

$$F_{\mathrm{plane}}(r)=F_0\left(1-\frac{a^3}{r^3}\right),\qquad r\ge a. \tag{9}$$

A finite-difference solution of Laplace's equation, which does not assume the dipole form, gives an apex factor of 3.0026 on a coarse grid and 3.0008 when the spacing is halved. It also gives 1.5003 at $60^\circ$ and 0.8752 on the plane at $r=2a$, where (8) and (9) give 1.5 and 0.875.

### Where the charge comes from

The surface charge density has magnitude $\varepsilon_0F$ and is negative here. Integrating (8) over the boss, with area element $2\pi a^2\sin\theta\,d\theta$,

$$|Q_{\mathrm{boss}}|=\varepsilon_0\int_0^{\pi/2}3F_0\cos\theta\;2\pi a^2\sin\theta\,d\theta=6\pi\varepsilon_0a^2F_0\cdot\frac12=3\pi\varepsilon_0a^2F_0. \tag{10}$$

Without the boss, the disc it covers would carry $\pi\varepsilon_0a^2F_0$. The boss therefore holds three times the charge of that disc. Since its area is $2\pi a^2$, its area-averaged field is $1.5F_0$, half the apex value.

The charge gained is $2\pi\varepsilon_0a^2F_0$. By (9), the charge lost by the surrounding plane is

$$\varepsilon_0F_0\int_a^\infty\frac{a^3}{r^3}\,2\pi r\,dr=2\pi\varepsilon_0F_0a^3\cdot\frac1a=2\pi\varepsilon_0a^2F_0. \tag{11}$$

Gain and loss balance. In the limit of a distant counter-electrode, the boss redistributes the charge of the flat cathode without adding to it. This limit is approached slowly: with a counter-electrode at distance $d$ and fixed voltage, the boss adds a net charge of about $2a/d$ times that of the covered disc, which is 20% of the disc charge at $d=10a$.

### A counter-electrode at finite distance

Place a flat electrode at $z=d$, held at potential $V$, and define $F_0=V/d$. Equation (6) no longer meets the condition on the upper plate. To restore it, repeat the dipole at $z=2nd$ for every non-zero integer $n$. All copies have the same direction, because the mirror image of a dipole normal to a conducting plane is parallel to the original. The dipoles then form pairs symmetric about $z=d$ whose potentials cancel on that plane, and likewise about $z=0$.

Let $D=2nd$ with $n>0$. On the axis near the boss, the copies at $+D$ and $-D$ together contribute

$$F_0a^3\left[\frac{1}{(D-z)^2}-\frac{1}{(D+z)^2}\right]=F_0a^3\left(\frac{4z}{D^3}+\frac{8z^3}{D^5}+\dots\right). \tag{12}$$

The term linear in $z$ is an additional uniform field of the same sign as $F_0$. Summed over $n$, it is $F_0a^3\,\zeta(3)/(2d^3)$, where $\zeta(k)=\sum_{n\ge1}n^{-k}$. The boss triples it as it triples any uniform normal field, so to leading order

$$\frac{F_{\mathrm{apex}}}{V/d}\simeq3\left[1+\frac{\zeta(3)}{2}\frac{a^3}{d^3}\right]. \tag{13}$$

The cubic term in (12) supplies the next correction. Summed over $n$, its coefficient is $C=F_0a^3\zeta(5)/(4d^5)$. Off the axis, the harmonic function that reduces to $Cz^3$ is $Cr^3P_3(\cos\theta)$. By (5), the boss turns this into $C(r^3-a^7/r^4)P_3$, whose slope at the apex is $(3+4)Ca^2=7Ca^2$. The apex factor thus gains a further $\tfrac74\zeta(5)(a/d)^5$, which is positive.

For $d=10a$, equation (13) gives 3.001803, and a collocation solution between the two plates gives 3.001822. The small remainder has the sign and size of the fifth-order term. Using 3 here makes a relative error of about 0.06%. For $d=3a$ the collocation result is 3.0765 against 3.0668 from (13), so the leading correction is no longer accurate, and the factor 3 itself is wrong by about 2.5%. This error stands in the tunnelling exponent: for an exponent of 21.7, as in the worked example below, it changes the transmission by a factor of about 1.7. The factor is exactly 3 in the limit $d/a\to\infty$.

### What the tunnelling electron sees

An electron does not tunnel at a point. It crosses a barrier of finite width, over which the field above the apex falls. At height $s$ above the apex, $r=z=a+s$, and (6) gives

$$\Phi(s)=F_0\left[a+s-a\left(1+\frac sa\right)^{-2}\right]. \tag{14}$$

With $(1+s/a)^{-2}=1-2s/a+3s^2/a^2-\dots$ and $F=3F_0$, this becomes

$$\Phi(s)=F_0\left(3s-\frac{3s^2}{a}+\dots\right)=F\left(s-\frac{s^2}{a}+\dots\right). \tag{15}$$

Consider an electron at the Fermi level moving along the axis, with $\phi$ the barrier height as an energy and $m$ the electron mass. The image force is left out. The semiclassical (WKB) transmission is about $e^{-G}$, where

$$G=\frac2\hbar\int_0^{s_1}\sqrt{2m\left[\phi-e\Phi(s)\right]}\,ds,\qquad e\Phi(s_1)=\phi. \tag{16}$$

Keep the linear term of (15) first. The barrier is then a triangle of width $L=\phi/(eF)$, with $\phi-eFs=eF(L-s)$, and

$$G_0=\frac{2\sqrt{2m}}{\hbar}\sqrt{eF}\int_0^L\sqrt{L-s}\,ds=\frac{2\sqrt{2m}}{\hbar}\sqrt{eF}\;\frac23L^{3/2}=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}. \tag{17}$$

The quadratic term raises the barrier by $eFs^2/a$. To first order, the square root in (16) grows by $\sqrt{2m}$ times this amount divided by $2\sqrt{eF(L-s)}$. The shift of the turning point does not contribute at this order, because the integrand vanishes there. Thus

$$\delta G=\frac{\sqrt{2m}}{\hbar}\frac{\sqrt{eF}}{a}\int_0^L\frac{s^2\,ds}{\sqrt{L-s}}. \tag{18}$$

With $v=L-s$ the integral is

$$\int_0^L\left(L^2v^{-1/2}-2Lv^{1/2}+v^{3/2}\right)dv=L^{5/2}\left(2-\frac43+\frac25\right)=\frac{16}{15}L^{5/2}. \tag{19}$$

Dividing $\delta G$ by $G_0=\tfrac43(\sqrt{2m}/\hbar)\sqrt{eF}\,L^{3/2}$ gives $\tfrac{16}{15}\cdot\tfrac34\,L/a$, so

$$G=G_0\left(1+\frac{4L}{5a}+\dots\right). \tag{20}$$

Two conditions follow. The exponent is close to that of a triangle with the tripled field when $L\ll a$. The transmission is close to the triangular value under the stricter condition $\delta G=4G_0L/(5a)\ll1$, because $\delta G$ itself stands in the exponent.

### Worked example

Take the round parameters $a=50$ nm, $F_0=1$ V/nm and $\phi=4.5$ eV. The applied field is chosen for illustration and is far above the average field that macroscopic vacuum gaps usually withstand. By (8), the apex field is

$$F=3\times1\ \text{V/nm}=3\ \text{V/nm}=3\times10^9\ \text{V/m}.$$

It falls to 1.5 V/nm at $\theta=60^\circ$. On the plane at $r=2a$ the field is $1-1/8=0.875$ V/nm. The boss carries about 1302 excess electrons, compared with 434 on the same disc without it.

For the exponents, $\sqrt{2me}/\hbar=5.123\ \text{nm}^{-1}\,\text{eV}^{-1/2}$, with energies in eV. On the flat plane, (17) with $F_0$ in place of $F$ gives

$$G_{\mathrm{flat}}=\frac43\times5.123\times\frac{4.5^{3/2}}{1}=65.2.$$

At the apex the triangular exponent is one third of this, $G_0=21.7$, and the barrier width shrinks from 4.5 nm to $L=4.5/3=1.5$ nm. Since $L/a=0.03$, equation (20) gives

$$G=21.74\,(1+0.8\times0.03)=22.26.$$

Quadrature of (16) with the full potential (14) gives 22.27.

The corresponding values of $e^{-G}$ are about $5\times10^{-29}$ for the plane, $3.6\times10^{-10}$ for the triangular barrier at the apex and $2.1\times10^{-10}$ for the full apex potential. Tripling the field lowers the exponent by 43.5, and the curvature of the potential gives back only 0.5. This raises the apex exponent by only 2.4%, yet it reduces the transmission to 0.59 of the triangular value. This is the stricter condition at work: $L/a$ is small, but $\delta G\approx0.5$ is not.

Emission is also concentrated around the apex. In the triangular approximation, the local field (8) makes the exponent $G_0/\cos\theta\approx G_0(1+\theta^2/2)$ at small $\theta$. The transmission falls to $1/e$ of its apex value at $\theta\approx\sqrt{2/G_0}\approx0.30$ rad, or about $17^\circ$. Applying the factor 3 to the whole boss would therefore overestimate its emission.

These exponents compare electrostatic barriers and do not predict a measured current. The image force lowers the barrier by about 2.1 eV at 3 V/nm. With it, the apex exponent drops from 22.3 to about 16.4 and the transmission rises by a factor of about 370. The ratios change much less: apex to plane becomes about $2\times10^{18}$, and curved to planar barrier about 0.60. A current also requires the supply of electrons at each energy.

### Where the factor fails

The result rests on the shape and isolation of the boss. A protrusion of another shape poses a different boundary problem, and 3 cannot be carried over to it. A second, equal boss at a distance $b\gg a$ lowers the field at the first: by (9), the local applied field becomes $F_0(1-a^3/b^3)$ to leading order, and the apex factor falls to $3(1-a^3/b^3)$.

If the emitted electrons form an appreciable space charge, equation (1) must be replaced by Poisson's equation, and $F_{\mathrm{apex}}/F_0$ need no longer be 3. If the boss is only a few atoms across, a smooth equipotential surface is no longer an adequate description. The independence of $a$ in (8) is a property of the continuum model and holds as far as that model does.

## Values computed for the example and the checks

```
NUMERICAL SOLUTION OF LAPLACE'S EQUATION (fields in units of F0)
apex field, coarse grid 100 x 40: 3.0026
apex field, fine grid 200 x 80: 3.0008
boss field at theta = 60 deg: 1.5003
plane field at r = 2a: 0.8752
boss charge / covered-disc charge: 3.0009
plane charge loss / covered-disc charge: 2.0000
FINITE GAP (apex field in units of V/d)
d = 10a, collocation: 3.001822
d = 10a, leading formula: 3.001803
d = 3a, collocation: 3.0765
d = 3a, leading formula: 3.0668
WORKED EXAMPLE
boss radius a: 50 nm
applied field F0: 1.0 V/nm
barrier height phi: 4.5 eV
apex field: 3.0 V/nm = 3.0e+09 V/m
boss field at theta = 60 deg: 1.50 V/nm
plane field at r = 2a: 0.875 V/nm
excess electrons on boss: 1302
excess electrons on same disc without boss: 434
sqrt(2 m e)/hbar: 5.1232 nm^-1 eV^-1/2
barrier width, flat plane: 4.50 nm
barrier width L, triangular at apex: 1.50 nm
L/a: 0.030
exponent G, flat plane: 65.21
exponent G, triangular at apex: 21.74
exponent G, true apex potential: 22.27
exponent G, first-order curvature formula: 22.26
curvature slope (G/G0 - 1)a/L at a = 5000 nm: 0.8001
transmission exp(-G), flat plane: 4.80e-29
transmission exp(-G), triangular apex: 3.63e-10
transmission exp(-G), true apex: 2.14e-10
transmission ratio, true apex / flat: 4.46e+18
transmission ratio, true / triangular: 0.588
```
